# Topological Hall resistivity of a dense skyrmion film

## Problem

A metallic magnetic film holds one skyrmion per $A=2500\ \text{nm}^2$. Its ordinary Hall coefficient has magnitude $R_0=1\times10^{-10}\ \text{m}^3/\text{C}$, and the spin polarization of its Hall response is $P=0.5$. The conduction electrons obey

$$H=\frac{p^2}{2m}-\Delta\,\boldsymbol\sigma\cdot\mathbf n(x,y),$$

where the unit vector $\mathbf n$ is the local axis of the majority spin and $2\Delta$ is the exchange splitting. Take $e>0$, so an electron has charge $-e$. Hall resistivity means $E_y/j_x$ with the current along $x$.

(a) Show that an electron whose spin follows $\mathbf n$ feels a sideways force of magnetic form, and find the equivalent field.

(b) Find the flux of this field through one skyrmion.

(c) Derive the resulting Hall resistivity, stating precisely what $P$ means, and evaluate its magnitude in nΩ cm.

(d) Consider a sputtered multilayer of the Pt/Co/Ir type, with these rough values: resistivity $\rho=30\ \mu\Omega$ cm, exchange splitting 1 eV, skyrmion core radius 12 nm, wall width $w=3$ nm, temperature 300 K. How far can the result be trusted, and what other Hall signals accompany it?

## Solution

### (a) The emergent field

Let $\mathbf s=\langle\boldsymbol\sigma\rangle$. For a Hamiltonian $\mathbf b\cdot\boldsymbol\sigma$, the commutators of the Pauli matrices give $\dot{\mathbf s}=(2/\hbar)\,\mathbf b\times\mathbf s$. Here $\mathbf b=-\Delta\mathbf n$, so

$$\dot{\mathbf s}=\frac{2\Delta}{\hbar}\,\mathbf s\times\mathbf n,\qquad F_i=-\partial_i(-\Delta\,\mathbf s\cdot\mathbf n)=\Delta\,\mathbf s\cdot\partial_i\mathbf n .$$

A spin perfectly aligned with $\mathbf n$ would feel no force, because $\mathbf n\cdot\partial_i\mathbf n=\tfrac12\partial_i(\mathbf n^2)=0$. The force comes from a small tilt of the spin away from the turning axis. As shown next, this tilt is perpendicular to the direction in which the axis turns.

Write $\mathbf s=\eta\mathbf n+\boldsymbol\delta$, with $\eta=+1$ for majority and $\eta=-1$ for minority electrons. To first order $\boldsymbol\delta\perp\mathbf n$, since $|\mathbf s|=1$. If the axis turns slowly compared with the precession rate $2\Delta/\hbar$, and the turning sets in gradually with the spin initially aligned, $\dot{\boldsymbol\delta}$ is of higher order and

$$\eta\,\dot{\mathbf n}=\frac{2\Delta}{\hbar}\,\boldsymbol\delta\times\mathbf n .$$

Take the cross product with $\mathbf n$ from the left and use $\mathbf n\times(\boldsymbol\delta\times\mathbf n)=\boldsymbol\delta-\mathbf n(\mathbf n\cdot\boldsymbol\delta)=\boldsymbol\delta$:

$$\boldsymbol\delta=\eta\,\frac{\hbar}{2\Delta}\,\mathbf n\times\dot{\mathbf n}.$$

Along the electron's path $\dot{\mathbf n}=v_x\partial_x\mathbf n+v_y\partial_y\mathbf n$. Define

$$K=\mathbf n\cdot(\partial_x\mathbf n\times\partial_y\mathbf n).$$

In $F_y=\Delta\,\boldsymbol\delta\cdot\partial_y\mathbf n$ the $v_y$ term vanishes, because $(\mathbf n\times\partial_y\mathbf n)\cdot\partial_y\mathbf n=0$. In $F_x$ the $v_x$ term vanishes likewise. The remaining triple products are $+K$ and $-K$:

$$F_y=\eta\frac{\hbar}{2}Kv_x,\qquad F_x=-\eta\frac{\hbar}{2}Kv_y .$$

A field $B\hat{\mathbf z}$ acts on charge $-e$ with $F_y=+ev_xB$ and $F_x=-ev_yB$. Both components match if

$$B_\eta=\eta\,\frac{\hbar}{2e}\,\mathbf n\cdot(\partial_x\mathbf n\times\partial_y\mathbf n).$$

The splitting $\Delta$ has cancelled: a stronger exchange field reduces the tilt but pulls harder on it. The two spin species feel opposite fields.

### (b) One flux quantum per skyrmion

The quantity $K\,dx\,dy$ is the signed area that $\mathbf n$ sweeps on the unit sphere. For a round texture with polar angle $\theta(r)$, whose in-plane direction turns once around the centre in the same sense as the position angle (the opposite sense reverses $K$, and $N$ turns multiply it by $N$), the derivatives of $\mathbf n$ along the radial and azimuthal directions have lengths $\theta'$ and $\sin\theta/r$. They are perpendicular to each other and to $\mathbf n$, so $K=\theta'\sin\theta/r$. With $\mathbf n$ up at the core and down far away,

$$\int K\,dx\,dy=2\pi\int_0^\infty\sin\theta\,\theta'\,dr=2\pi\,[\cos\theta(0)-\cos\theta(\infty)]=4\pi .$$

The profile between the end points drops out. Radius and wall width therefore change where the field is concentrated, but not its flux. Define the topological charge $Q=\frac1{4\pi}\int K\,dx\,dy$; here $Q=1$, and reversing $\mathbf n$ everywhere gives $Q=-1$. The flux is

$$\Phi_\eta=\eta\,\frac{\hbar}{2e}\,4\pi Q=\eta\,Q\,\frac he .$$

The same value follows from the wave function. Write an aligned electron as $u\psi$, with $u=(\cos\frac\theta2,\ e^{i\varphi}\sin\frac\theta2)$. Since $u^\dagger\nabla u=i\sin^2\frac\theta2\,\nabla\varphi$,

$$u^\dagger\,\mathbf p\,(u\psi)=\left(\mathbf p+\hbar\sin^2\tfrac\theta2\,\nabla\varphi\right)\psi .$$

Comparison with $\mathbf p+e\mathbf A$ gives $\mathbf A=(\hbar/e)\sin^2\frac\theta2\,\nabla\varphi$. This is regular at the core, where $\theta=0$. On a large circle $\theta=\pi$, and the circulation of $\mathbf A$ is $2\pi\hbar/e=h/e$. Summing the spinor phases numerically over a periodic cell of the example gives $+1\,h/e$ for the majority and $-1\,h/e$ for the minority spin. Such a sum is an integer by construction, so it confirms the integer and its sign but is not a measure of accuracy; direct integration of $K$ over the cell gives $Q=0.99994$.

There is also a mechanical reading. Send electrons along $x$ at fixed speed, and add their sideways impulses over all impact parameters $y$. With $v_x\,dt=dx$,

$$\int dy\int dt\,F_y=\eta\frac\hbar2\int K\,dx\,dy=\eta\,Q\,h .$$

### (c) The Hall resistivity

**Averaging the field.** The emergent field is far from uniform, so its replacement by an average needs a reason. Assume a local response: let $\rho$ be uniform and let $\beta(x,y)$ be the small local Hall angle of the two spins together, both driven by the same local electric field. Then

$$E_y=\rho\,(j_y+\beta j_x),\qquad E_x=\rho\,(j_x-\beta j_y).$$

Let the mean current be $j_0$ along $x$. Charge conservation allows $\mathbf j=(j_0+\partial_y\psi,\ -\partial_x\psi)$, and $\partial_xE_y=\partial_yE_x$ gives, to first order, $\nabla^2\psi=j_0\,\partial_x\beta$. In Fourier components $\psi_{\mathbf k}=-ik_x\beta_{\mathbf k}j_0/k^2$, hence

$$\frac{\langle E_y\rangle}{\rho j_0}=\langle\beta\rangle+\sum_{\mathbf k}|\beta_{\mathbf k}|^2\,\frac{k_xk_y}{k^2}+O(\beta^3).$$

The sum vanishes for a cell with mirror symmetry about $x$, because terms with $k_y$ and $-k_y$ cancel. The area average is then correct up to relative corrections of second order in the Hall angle. A numerical solution for the example's texture, with the peak Hall angle exaggerated to 0.1, gives a Hall voltage 0.99955 times that of the mean field. The real Hall angles here are far smaller. The field to use is

$$B_e=\frac{h}{eA}.$$

**Two spin channels.** Let spin $s$ have conductivity $\sigma_s$, mobility $\mu_s$ and field $B_s$, and let $\sigma=\sigma_\uparrow+\sigma_\downarrow$. To first order in the field, the Drude drift equation gives

$$j_y=\sigma E_y-c\,E_x\sum_s\sigma_s\mu_sB_s ,$$

where $c=+1$ for hole-like and $c=-1$ for electron-like carriers. Setting $j_y=0$ and using $j_x\simeq\sigma E_x$,

$$\frac{E_y}{j_x}=c\,\frac{\sum_s\sigma_s\mu_sB_s}{\sigma^2}.$$

A real field is the same for both spins. It defines the signed ordinary coefficient $c\,(\sigma_\uparrow\mu_\uparrow+\sigma_\downarrow\mu_\downarrow)/\sigma^2$, whose magnitude is $R_0$. The texture instead supplies $B_\uparrow=-B_\downarrow$ with magnitude $B_e$. Dividing one response by the other,

$$|\rho_T|=P\,R_0\,\frac{h}{eA},\qquad P=\frac{\sigma_\uparrow\mu_\uparrow-\sigma_\downarrow\mu_\downarrow}{\sigma_\uparrow\mu_\uparrow+\sigma_\downarrow\mu_\downarrow}.$$

The sign of $\rho_T$ is set by $Q$, $P$ and $c$ together. The parabolic band of part (a) has $c=-1$. For hole-like bands I assume that the emergent field still enters as a magnetic field does, so that $c$ cancels in the ratio. This takes one $c$ for both spins. If one spin is electron-like and the other hole-like, their ordinary responses partly cancel while their topological responses add, and $|P|$ exceeds 1: weights $\sigma_s\mu_s$ of 0.75 and 0.25 give $|P|=2$. In a multiband metal $P$ is therefore not bounded by 1.

**Numbers.**

$$B_e=\frac{4.1357\times10^{-15}\ \text{Wb}}{2.5\times10^{-15}\ \text{m}^2}=1.654\ \text{T},$$

$$|\rho_T|=0.5\times10^{-10}\times1.654=8.27\times10^{-11}\ \Omega\,\text{m}.$$

Since $1\ \Omega\,\text{m}=100\ \Omega\,\text{cm}$,

$$\boxed{|\rho_T|\approx8.3\ \text{n}\Omega\,\text{cm}}$$

**Limits.** If the two spins respond equally, $P=0$ and the opposite deflections cancel. If one spin carries all the current, $P=1$ and the value doubles to 16.5 nΩ cm. At fixed $P$ and $R_0$ the signal is proportional to skyrmion density: one skyrmion per $(200\ \text{nm})^2$ would give 16 times less, about 0.5 nΩ cm.

**Which polarization?** With equal mobilities, $\sigma_s\mu_s\propto n_s$, and $P$ is the polarization of both the carrier density and the current. Suppose instead that the densities are equal and 0.5 is a current polarization $p$ due to mobility alone. Then $\mu_{\uparrow,\downarrow}\propto1\pm p$ and $\sigma_s\mu_s\propto\mu_s^2$, so

$$P=\frac{(1+p)^2-(1-p)^2}{(1+p)^2+(1-p)^2}=\frac{2p}{1+p^2}=0.8 ,$$

and $|\rho_T|$ rises to 13.2 nΩ cm at the same $R_0$. The label "polarization 0.5" alone thus leaves a factor of 1.6 open between these two cases.

### (d) The multilayer

**Does the spin follow?** Free-electron relations turn the data into rough microscopic values. The density is $n=1/(eR_0)=6.24\times10^{28}\ \text{m}^{-3}$, the Fermi speed $v_F=\hbar(3\pi^2n)^{1/3}/m=1.42\times10^6$ m/s, and the scattering time $\tau=m/(ne^2\rho)=1.90$ fs. The mean free path is 2.7 nm.

These relations do not reproduce the given $P$. The Fermi energy is $E_F=mv_F^2/2=5.7$ eV, and two parabolic bands shifted by $\pm\Delta=\pm0.5$ eV with equal scattering times have $P\approx3\Delta/(2E_F)=0.13$. That would give only about 2.2 nΩ cm. The value $P=0.5$ is therefore a separate input, which must come from the real band structure and from spin-dependent scattering.

Between collisions the spin precesses by $2\Delta\tau/\hbar=2.9$ rad. While the electron crosses one wall width the spin precesses by $2.9\times3/2.7\approx3.2$ rad. Part (a) requires the second angle to be large, and it is only moderately so.

Integrating the full spin motion along straight paths gives these summed impulses:

- at $v_F/8$: $+1.0004\,h$ for the majority and $-1.0004\,h$ for the minority spin;
- at $v_F$: $1.0003\,h$ for the majority spin;
- at a formal $100\,v_F$: $0.0000\,h$.

At $100\,v_F$ the spin turns by only about 0.2 rad, and the result approaches what a spin with no time to turn must give: with $\mathbf s$ constant, $\int dy\,\mathbf s\cdot\partial_y\mathbf n=0$, because $\mathbf n$ is the same on both far sides.

The excess over $h$ at $v_F/8$ is an error of the numerical integration, not an effect of speed. If the spin turns by an angle $a$ per step, the steady tilt in the stepped motion is too large by the factor $(a/2)/\sin(a/2)\approx1+a^2/24$. The steps used have $a=0.1$ rad, which gives 1.0004. The step angle is the same at $v_F$, so the excess does not shrink when the electron is slowed; without this step error the sum at $v_F$ is about $0.9998\,h$, slightly below $h$.

The close agreement at $v_F$ is better than a precession angle of 3.2 rad suggests, and it has a reason. Let $U(y)$ be the spin evolution along the path at impact parameter $y$, and $\chi$ the initial spinor. Differentiating the Schrödinger equation with respect to $y$ gives the impulse as $-i\hbar\langle\chi|U^\dagger\partial_yU|\chi\rangle$. If the spin leaves the skyrmion realigned, then $U\chi=e^{i\alpha(y)}\chi$, and the impulse is $\hbar\,d\alpha/dy$. Its sum over $y$ is $\hbar$ times the total change of $\alpha$. Paths far out on either side cross the same uniform region and acquire the same phase factor, so this change is a multiple of $2\pi$ and the sum is a multiple of $h$. The sum can therefore stay at $h$ even where the local force departs from the formula of part (a).

**Collisions.** The argument just given holds for uninterrupted straight paths. In the multilayer the mean free path is shorter than the core radius, so an electron changes direction several times within one skyrmion. A collision that conserves spin leaves the precession running. What it changes is the path, and with it the way the axis $\mathbf n$ turns as seen by the electron. The tilt $\boldsymbol\delta$ must then adjust to a new $\dot{\mathbf n}$ after each collision, with only 2.9 rad of precession in which to do so. This delay of a single electron need not change the Hall force, which depends only on the spin $\bar{\mathbf s}$ averaged over velocities. Spin-conserving collisions drop out of the steady balance $\partial_i\mathbf J_i=(2\Delta/\hbar)\,\bar{\mathbf s}\times\mathbf n$, where $\mathbf J_i=\langle v_i\mathbf s\rangle$ is the spin current. If $\mathbf J_i=\eta\,u_i\mathbf n$ with a divergence-free drift $\mathbf u$, this is the equation of part (a) with $\mathbf v$ replaced by $\mathbf u$, whatever $\tau$ is. A correction needs a spin current transverse to $\mathbf n$, which arises from the gradients of the texture. Its size is not computed here, and $1/2.9^2\approx0.12$ should not be read as that size.

The local Hall angle used in part (c) supposes that the emergent field varies little over a mean free path, whereas 2.7 nm is close to the wall width of 3 nm. The averaged result does not depend on this. To first order the Hall voltage is linear in the field, and in a uniform background only the $\mathbf k=0$ component of the field can change a spatial average. Within semiclassical, spin-conserving transport the mean field therefore holds for any mean free path, up to higher orders in the small Hall angle. What remains untested in this example is the adiabatic following in the presence of collisions.

**Temperature.** The thermal energy, 26 meV, is small beside the 1 eV splitting, but this comparison alone does not exclude spin flips. Where both spin bands have states at the Fermi energy, an electron can be scattered from one to the other at nearly constant energy, for instance by thermal spin waves. Such scattering is not included, nor is the thermal reduction of the magnetization with any accompanying change of $P$.

**Shunting.** In such a stack part of the current runs through nonmagnetic metal. Suppose that the magnetic layers fill 40% of the thickness, that all layers have the same resistivity and share the same electric field, that the nonmagnetic layers give no Hall signal, and that $P$ and $R_0$ describe the magnetic layers. Averaging over thickness leaves $\sigma$ unchanged and multiplies the Hall conductivity by 0.40. The stack then shows $0.40\times8.27=3.3$ nΩ cm.

**Other Hall signals.** The values below are for the magnetic metal without shunting; under the shunting assumptions above each is multiplied by 0.40 and their ratios are unchanged. In an applied field of 0.1 T the ordinary Hall part is $10^{-10}\times0.1=10^{-11}\ \Omega$ m, or 1.0 nΩ cm. The anomalous Hall part, caused by the magnetization itself, is much larger: a rough Hall angle of 0.01 gives $0.01\times30\ \mu\Omega\,\text{cm}=300$ nΩ cm. This is the value at saturation, and the topological part is 2.8% of it (1.1% if 0.01 is the angle of the whole shunted stack). If the topological part is to be extracted by subtraction to within 10%, the anomalous part must be known to about 0.8 nΩ cm, or 0.3% of its saturation value. In the skyrmion state the reversed cores fill about $\pi\,12^2/2500=18\%$ of the area, so the mean magnetization is about 0.6 of saturation. If the anomalous part follows the mean magnetization it is then about 190 nΩ cm, and the topological part is about 4% of it.

**Beside real films.** Skyrmions tens of nanometres across and resistivities of tens of μΩ cm are reasonable for sputtered multilayers. A spacing of 50 nm is dense, and isolated skyrmions in a device track would give less signal in proportion to their density. Real stacks break the assumption that all the current flows in the magnetic metal; for the layer shares chosen here this lowers the number from 8.3 to 3.3 nΩ cm. The Hamiltonian used here also has no spin-orbit coupling, which is strong in Pt and Ir; its effect on the Hall signal and on spin flips is not included. The main values are collected in the numerical output below.

## Values computed for the example and the checks

```
area per skyrmion: 2500 nm^2
polarization P: 0.50
ordinary Hall coefficient: 1.0e-10 m^3/C
flux quantum h/e: 4.1357e-15 Wb
mean emergent field: 1.6543 T
topological Hall resistivity: 8.2713e-11 ohm m
topological Hall resistivity: 8.271 nanoohm cm
same from Drude tensors: 8.271 nanoohm cm
core radius: 12 nm, wall width: 3 nm
topological charge by quadrature: 0.99994
peak emergent field: 9.30 T
Berry flux, majority spin: 1.00000 h/e
Berry flux, minority spin: -1.00000 h/e
summed kick, 1/8 Fermi speed, majority: 1.0004 h
summed kick, 1/8 Fermi speed, minority: -1.0004 h
summed kick at Fermi speed, majority: 1.0003 h
summed kick at 100 Fermi speeds (formal): 0.0000 h
Hall voltage, nonuniform / mean field: 0.99955
longitudinal resistivity: 30 microohm cm
exchange splitting: 1.0 eV
carrier density: 6.242e+28 m^-3
Fermi speed: 1.421e+06 m/s
scattering time: 1.90 fs
mean free path: 2.69 nm
precession angle between collisions: 2.88 rad
inverse square of that angle: 0.121
mean emergent Hall angle, one spin: 5.51e-04 rad
P for unequal mobilities: 0.800
resistivity with that P: 13.23 nanoohm cm
magnetic share of thickness: 0.40
resistivity with shunting: 3.31 nanoohm cm
applied field: 0.10 T
ordinary Hall part: 1.00 nanoohm cm
anomalous Hall angle: 0.010 rad
anomalous Hall part: 300 nanoohm cm
topological / anomalous: 2.76 percent
temperature: 300 K
thermal energy: 25.9 meV
```
